# Why a logistic fit to a diffusion couple makes diffusivity diverge: a numerical check

```python
"""
RESULT UNDER TEST
A diffusion-couple profile smoothed by u = 1/(1+exp(-x/w)) at time t gives,
by Boltzmann-Matano inversion,
    D(u) = w^2/(2t) * [f(u) + f(1-u)],   f(u) = -ln(u)/(1-u),
which diverges logarithmically at u -> 0 and u -> 1.
u: composition scaled to 0 (left end) and 1 (right end)
x: distance from the Matano plane;  w: logistic width;  D: interdiffusivity
Working units: micrometre and second (1 um^2/s = 1e-8 cm^2/s).
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq, curve_fit
from scipy.special import erfc, expit


def f(u):
    return -np.log(u) / (1 - u)


def D_logistic(u, w, t):
    return w**2 / (2 * t) * (f(u) + f(1 - u))


def logistic(x, centre, w):
    return expit((x - centre) / w)


def error_function(x, centre, sigma):
    return 0.5 * erfc(-(x - centre) / (np.sqrt(2) * sigma))


def matano(slope, x, t, end):
    """Inversion from its definition, integrating from x to a far end."""
    integral = quad(lambda s: s * slope(s), x, end,
                    epsabs=0, epsrel=1e-10, limit=400)[0]
    return integral / (2 * t * slope(x))


def march(D_of_u, u_start, dx, t_start, t_end, atol):
    """Conservative finite-volume solution of u_t = (D u_x)_x."""
    def rate(_, u):
        flux = -D_of_u(0.5 * (u[1:] + u[:-1])) * np.diff(u) / dx
        return -np.diff(np.concatenate(([0.0], flux, [0.0]))) / dx
    sol = solve_ivp(rate, (t_start, t_end), u_start, method="LSODA",
                    t_eval=[t_end], rtol=1e-8, atol=atol, lband=1, uband=1)
    assert sol.success
    return sol.y[:, -1]


# ---- inversion of the logistic by quadrature, scaled units w = t = 1 ----
def unit_slope(s):
    e = np.exp(-abs(s))
    return e / (1 + e)**2


for x in (-3.0, -1.0, 0.0, 0.7, 2.5):
    for end in (-45.0, 45.0):      # agreement of both ends checks the origin
        numeric = matano(unit_slope, x, 1.0, end)
        assert abs(numeric / D_logistic(expit(x), 1.0, 1.0) - 1) < 1e-6

# logarithmic divergence at both ends, with vanishing flux
for side in (-1, 1):
    D10, D20 = [matano(unit_slope, side * L, 1.0, side * (L + 40))
                for L in (10.0, 20.0)]
    ln_tail10, ln_tail20 = [np.log(expit(-L)) for L in (10.0, 20.0)]
    log_slope = -(D20 - D10) / (ln_tail20 - ln_tail10)
    assert abs(log_slope - 0.5) < 1e-3
    assert abs(D20 - 0.5 * (1 - ln_tail20)) < 1e-6
    assert D20 * unit_slope(20.0) < 1e-6

# the smallest inverted D lies at mid-composition and equals 2 ln 2
scan = np.linspace(-4, 4, 81)
D_scan = np.array([matano(unit_slope, x, 1.0, 45.0) for x in scan])
assert abs(scan[np.argmin(D_scan)]) < 1e-9
assert abs(D_scan.min() - 2 * np.log(2)) < 1e-6

# ---- the logistic solves the diffusion equation with its singular D ----
dx = 0.1
grid = (np.arange(600) - 299.5) * dx
start = expit(grid)


def singular_D(u):                 # clipping acts only in the empty far tails
    return D_logistic(np.clip(u, 1e-9, 1 - 1e-9), 1.0, 1.0)


target = expit(grid / 2)           # width doubles when time grows fourfold
err_singular = np.max(np.abs(
    march(singular_D, start, dx, 1.0, 4.0, 1e-10) - target))
D_same_variance = np.pi**2 / 6     # constant D with the same spreading
err_constant = np.max(np.abs(
    march(lambda u: D_same_variance + 0 * u, start, dx, 1.0, 4.0, 1e-10)
    - target))
assert err_singular < 1e-3
assert err_constant > 0.01

# ---- tails exp(-|x|^p): D tends to |x|^(2-p)/(2p) for w = t = 1 ----
y = 6.0
for p in (1.0, 1.5, 2.0, 3.0):
    reach = 40 / (p * y**(p - 1))
    integral = quad(lambda s: s * p * s**(p - 1) * np.exp(y**p - s**p),
                    y, y + reach, epsabs=0, epsrel=1e-10, limit=400)[0]
    D_tail = integral / (2 * p * y**(p - 1))
    ratio = D_tail / (y**(2 - p) / (2 * p))
    # the first correction to the limiting law is y^(-p)/p
    assert abs(ratio - 1 - y**(-p) / p) < y**(-2 * p)

# ---- finite terminal D gives Gaussian tails, even when D varies ----
D_factor = 1.3                     # D(right end) / D(left end)
b = np.log(D_factor)


def varying_D(u):
    return np.exp(b * (u - 0.5))


dx = 0.02
grid_v = (np.arange(1000) - 499.5) * dx
u_v = march(varying_D, (grid_v > 0).astype(float), dx, 0.0, 1.0, 1e-12)
slope_v = np.gradient(u_v, dx)
log_rate = np.gradient(np.log(np.abs(slope_v) + 1e-300), dx)
for tail, D_end in ((u_v, varying_D(0.0)), (1 - u_v, varying_D(1.0))):
    i = np.argmin(np.abs(tail - 1e-3))
    D_from_tail = -grid_v[i] / (2 * log_rate[i])
    assert abs(D_from_tail / D_end - 1) < 0.01

# ---- worked example: Ni | Ni-20 at.% Co, rough typical values ----
temperature = 1473.0               # K
hours = 100.0
t = hours * 3600
D_true = 1e-10 * 1e8               # um^2/s, from 1e-10 cm^2/s
span = 20.0                        # at.% Co between the ends
scatter = 0.3                      # at.% Co, one probe reading
half_window = 400.0                # um
sigma = np.sqrt(2 * D_true * t)
x_data = np.arange(-half_window, half_window + 1, 10.0)
u_data = error_function(x_data, 0.0, sigma)
(centre_fit, w), _ = curve_fit(logistic, x_data, u_data, p0=(0.0, 50.0))
misfit = span * (logistic(x_data, centre_fit, w) - u_data)
assert abs(centre_fit) < 1e-3
assert np.max(np.abs(misfit)) < scatter


def gauss_slope(s):
    return np.exp(-s**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)


for x in (-200.0, -50.0, 30.0, 200.0):
    D_erf = matano(gauss_slope, x, t, np.sign(x) * 1500.0)
    assert abs(D_erf / D_true - 1) < 1e-6

cross = brentq(lambda u: D_logistic(u, w, t) / D_true - 1, 0.01, 0.5)
double = brentq(lambda u: D_logistic(u, w, t) / D_true - 2, 1e-6, 0.3)

print("INPUTS (rough typical values)")
print(f"temperature = {temperature:.0f} K, time = {hours:.0f} h")
print(f"true constant D = {D_true*1e-8:.2e} cm^2/s")
print(f"Co content: 0 to {span:.0f} at.%, scatter {scatter:.1f} at.%")
print(f"readings = {len(x_data)}, window = +/-{half_window:.0f} um")
print("LOGISTIC FIT TO THE NOISELESS PROFILE")
print(f"sqrt(2Dt) = {sigma:.2f} um, fitted w = {w:.2f} um")
print(f"w^2/(2t) = {w**2/(2*t)*1e-8:.3e} cm^2/s")
print(f"largest misfit = {np.max(np.abs(misfit)):.3f} at.% Co")
print(f"rms misfit = {np.sqrt(np.mean(misfit**2)):.3f} at.% Co")
print("INVERTED D: u, at.% Co, x (um), D (1e-10 cm^2/s)")
for u in (0.5, 0.2, 0.1, 0.05, 0.01, 0.001, 1e-6):
    print(f"{u:8.6f} {span*u:9.5f} {w*np.log(u/(1-u)):8.1f} "
          f"{D_logistic(u, w, t)*1e2:6.3f}")
print(f"false D equals true D at u = {cross:.3f} and {1-cross:.3f}")
print(f"false D is twice true D at u = {double:.4f} and {1-double:.4f}")

# mean distance of tail material and decay length u/u', at u = 0.01
u_ref = 0.01
x_log = w * np.log(u_ref / (1 - u_ref))
x_erf = brentq(lambda x: error_function(x, 0, sigma) - u_ref, -600, 0)
print("TAIL AT u = 0.01: mean distance (um), u/u' (um)")
for name, slope, x in (
        ("logistic", lambda s: unit_slope(s / w) / w, x_log),
        ("error function", gauss_slope, x_erf)):
    distance = -quad(lambda s: s * slope(s), x - 40 * w, x,
                     epsabs=0, limit=400)[0] / u_ref
    print(f"{name}: {distance:.1f}, {u_ref/slope(x):.1f}")

rng = np.random.default_rng(7)
noisy = u_data + rng.normal(0, scatter / span, len(x_data))
print("SYNTHETIC NOISY DATA: rms residual (at.% Co)")
for name, curve, guess in (("logistic", logistic, 50.0),
                           ("error function", error_function, 85.0)):
    best, _ = curve_fit(curve, x_data, noisy, p0=(0.0, guess))
    residual = span * (curve(x_data, *best) - noisy)
    print(f"{name}: {np.sqrt(np.mean(residual**2)):.3f}")

# ---- sizes of neglected effects ----
print("NEGLECTED EFFECTS")
inside = np.abs(grid_v) <= half_window / np.sqrt(D_true * t)
(c_v, w_v), _ = curve_fit(logistic, grid_v[inside], u_v[inside],
                          p0=(0.0, 0.8))
print(f"true D varies by factor {D_factor:.1f}: false/true D")
for u in (0.01, 0.5, 0.99):
    print(f"  at u = {u:.2f}: {D_logistic(u, w_v, 1.0)/varying_D(u):.3f}")


def D_with_volume(V_left, V_right):
    """Inversion with molar volume linear in mole fraction."""
    x = np.linspace(-40 * w, 40 * w, 40001)
    Y = expit(x / w)
    V = V_left + (V_right - V_left) * Y
    weight = np.gradient((1 - Y) / V, x)
    s = x - trapezoid(x * weight, x) / trapezoid(weight, x)
    F = cumulative_trapezoid(s * np.gradient(Y / V, x), x, initial=0)
    G = cumulative_trapezoid(s * np.gradient(1 / V, x), x, initial=0)
    keep = (Y > 0.01) & (Y < 0.99)
    D = -V[keep] * (F - Y * G)[keep] / (2 * t * np.gradient(Y, x)[keep])
    return Y[keep], D


Y, D_equal = D_with_volume(6.60, 6.60)
assert np.max(np.abs(D_equal / D_logistic(Y, w, t) - 1)) < 1e-3
V_left, V_right = 6.60, 6.62       # cm^3/mol, rough
D_unequal = D_with_volume(V_left, V_right)[1]
shift = np.max(np.abs(D_unequal / D_equal - 1))
print(f"molar volumes {V_left:.2f}, {V_right:.2f} cm^3/mol")
print(f"  largest change of D, u 0.01-0.99: {100*shift:.3f} %")

spot = 1.0                         # um, standard deviation of probe response
print(f"probe broadening {spot:.0f} um: D up {100*spot**2/sigma**2:.4f} %")
thickness = 1500.0                 # um, each half
end_change = span * error_function(-thickness, 0.0, sigma)
print(f"Co at outer face, {thickness/1000:.1f} mm: {end_change:.0e} at.%")

Q = 285e3                          # J/mol, rough activation energy
ramp = 10.0 / 60                   # K/s, both heating and cooling
extra = 2 * quad(lambda T: np.exp(-Q / R * (1 / T - 1 / temperature)),
                 300, temperature)[0] / ramp
print(f"activation energy {Q/1000:.0f} kJ/mol, ramp {ramp*60:.0f} K/min")
print(f"  ramps add {extra/60:.1f} min = {100*extra/t:.2f} % of time")
dT = 3.0
change = np.exp(Q / R * (1 / temperature - 1 / (temperature + dT))) - 1
print(f"furnace {dT:.0f} K too hot: D up {100*change:.1f} % everywhere")
print("CHECK BY MARCHING THE DIFFUSION EQUATION: largest error in u")
print(f"singular D: {err_singular:.1e}, constant D: {err_constant:.1e}")

print("no test failed")
```

Printed output:

```
INPUTS (rough typical values)
temperature = 1473 K, time = 100 h
true constant D = 1.00e-10 cm^2/s
Co content: 0 to 20 at.%, scatter 0.3 at.%
readings = 81, window = +/-400 um
LOGISTIC FIT TO THE NOISELESS PROFILE
sqrt(2Dt) = 84.85 um, fitted w = 49.88 um
w^2/(2t) = 3.456e-11 cm^2/s
largest misfit = 0.190 at.% Co
rms misfit = 0.115 at.% Co
INVERTED D: u, at.% Co, x (um), D (1e-10 cm^2/s)
0.500000  10.00000      0.0  0.958
0.200000   4.00000    -69.2  1.081
0.100000   2.00000   -109.6  1.248
0.050000   1.00000   -146.9  1.444
0.010000   0.20000   -229.2  1.955
0.001000   0.02000   -344.5  2.736
0.000001   0.00002   -689.2  5.121
false D equals true D at u = 0.311 and 0.689
false D is twice true D at u = 0.0087 and 0.9913
TAIL AT u = 0.01: mean distance (um), u/u' (um)
logistic: 279.4, 50.4
error function: 226.2, 31.8
SYNTHETIC NOISY DATA: rms residual (at.% Co)
logistic: 0.304
error function: 0.260
NEGLECTED EFFECTS
true D varies by factor 1.3: false/true D
  at u = 0.01: 2.223
  at u = 0.50: 0.958
  at u = 0.99: 1.719
molar volumes 6.60, 6.62 cm^3/mol
  largest change of D, u 0.01-0.99: 0.059 %
probe broadening 1 um: D up 0.0139 %
Co at outer face, 1.5 mm: 6e-69 at.%
activation energy 285 kJ/mol, ramp 10 K/min
  ramps add 11.7 min = 0.19 % of time
furnace 3 K too hot: D up 4.8 % everywhere
CHECK BY MARCHING THE DIFFUSION EQUATION: largest error in u
singular D: 1.6e-05, constant D: 2.1e-02
no test failed
```
